# Harmonics of a memristor driven by a sinusoidal current

## Problem

The resistance of a memristor depends on the charge \(q\) that has passed through it. Take the linear law

\[
v=M(q)\,i,\qquad M(q)=R_0+\beta q,\qquad \frac{dq}{dt}=i ,
\]

where \(R_0\) is the memristance at the chosen zero of charge and \(\beta\), in ohms per coulomb, may have either sign. A source imposes the current \(i=I_0\sin\omega t\), with \(I_0>0\), \(\omega>0\) and no dc part.

1. Which harmonics does the voltage contain, and with what amplitudes?
2. Which of these amplitudes depend on the initial charge and on the phase at which the drive is switched on?
3. How large are they in the device described below?

The law is assumed to hold over the whole charge swing, with \(M>0\) throughout.

**The device.** A titanium-dioxide film lies between two electrodes a distance \(L=1000\) nm apart; it is 10 µm wide and 50 nm thick. Oxygen vacancies act as mobile positive donors. They enter from a reservoir electrode and form a vacancy-rich region of length \(w\), which conducts better than the rest. Fixed donors make the rest conducting too. The film has resistance \(R_{\rm on}=800\) kΩ if wholly vacancy-rich and \(R_{\rm off}=1000\) kΩ if free of vacancies. The vacancy mobility is \(\mu=10^{-10}\) cm²/Vs, the temperature 300 K, and \(w=350\) nm at the start. The drive has \(I_0=4.0\) µA and frequency 0.040 Hz, so \(\omega=0.2513\) rad/s. The material values are rough.

**From the device to \(\beta\).** The two regions are in series, so

\[
M=R_{\rm on}\frac{w}{L}+R_{\rm off}\left(1-\frac{w}{L}\right)
=R_{\rm off}-(R_{\rm off}-R_{\rm on})\frac{w}{L}.
\]

The vacancy-rich region has resistance \(R_{\rm on}/L\) per unit length, hence field \(R_{\rm on}i/L\). If its front is sharp and moves with the vacancies behind it, then

\[
\frac{dw}{dt}=\frac{\mu R_{\rm on}}{L}\,i .
\]

Positive current is counted away from the reservoir. Integration gives \(w=w_0+(\mu R_{\rm on}/L)q\), with \(q=0\) at the start. Substitution in \(M\) gives

\[
R_0=R_{\rm off}-(R_{\rm off}-R_{\rm on})\frac{w_0}{L},\qquad
\beta=-(R_{\rm off}-R_{\rm on})\frac{\mu R_{\rm on}}{L^2}.
\]

The front moves 8.00 nm per µC. Therefore

\[
R_0=1000-200\times0.35=930\ \text{kΩ},
\]
\[
\beta=-\frac{200\ \text{kΩ}}{1000\ \text{nm}}\times8.00\ \frac{\text{nm}}{\text{µC}}=-1.60\ \text{kΩ/µC}.
\]

The minus sign says that positive charge lengthens the better conductor.

## First estimate by scaling

A current of size \(I_0\) keeps its sign for a time of order \(1/\omega\), so the charge varies by about \(I_0/\omega\). The memristance then varies by about \(|\beta|I_0/\omega\), and multiplication by the current gives

\[
V_{\rm extra}\sim\frac{|\beta|I_0^2}{\omega}.
\]

The unit is right: \((\Omega/\text{C})\,\text{A}^2\,\text{s}=\Omega\,\text{A}=\text{V}\). The frequency also follows. The varying part of \(M\) oscillates at \(\omega\) and multiplies a current at \(\omega\). Such a product can contain \(2\omega\) and a constant, and scaling alone cannot say whether the constant vanishes.

For the device, \(I_0/\omega=15.9\) µC. The memristance varies by about \(1.60\times15.9=25.5\) kΩ, and the extra voltage is about \(25.5\ \text{kΩ}\times4.0\ \text{µA}=102\) mV. The main voltage is about \(R_0I_0=3.72\) V.

## Exact solution

To see the role of the starting conditions, let the drive begin at any phase \(\varphi\) and the charge at any value \(q_0\):

\[
i=I_0\sin\theta,\qquad \theta=\omega t+\varphi,\qquad q(0)=q_0 .
\]

Integrating the current from time zero,

\[
q=q_0+I_0\int_0^t\sin(\omega t'+\varphi)\,dt'
=q_0+\frac{I_0}{\omega}\left[\cos\varphi-\cos\theta\right].
\]

Collect the constants in

\[
q_m=q_0+\frac{I_0}{\omega}\cos\varphi,\qquad\text{so that}\qquad
q=q_m-\frac{I_0}{\omega}\cos\theta .
\]

Since \(\cos\theta\) averages to zero over a cycle, \(q_m\) is the mean charge. The voltage is

\[
v=(R_0+\beta q)I_0\sin\theta
=(R_0+\beta q_m)I_0\sin\theta-\frac{\beta I_0^2}{\omega}\sin\theta\cos\theta .
\]

With \(\sin\theta\cos\theta=\tfrac12\sin2\theta\),

\[
\boxed{\,v=(R_0+\beta q_m)I_0\sin\theta-\frac{\beta I_0^2}{2\omega}\sin2\theta\,}
\]

This is a finite Fourier series, so its terms can be read off: a first harmonic, a second harmonic, no constant and nothing higher. The amplitudes are

\[
V_1=(R_0+\beta q_m)I_0,\qquad V_2=\frac{|\beta|I_0^2}{2\omega}.
\]

The modulus is needed because an amplitude is positive while \(\beta\) need not be. \(V_1\) is positive because \(R_0+\beta q_m\) is the cycle mean of a positive memristance.

The history of the device enters \(V_1\) through \(q_m\), but does not enter \(V_2\). For the stated drive, \(q_0=\varphi=0\) and \(q_m=I_0/\omega\). The mean memristance is \(930-25.5=904.5\) kΩ, and

\[
V_1=904.5\ \text{kΩ}\times4.0\ \text{µA}=3.618\ \text{V},
\]
\[
V_2=\tfrac12\times25.46\ \text{kΩ}\times4.0\ \text{µA}=50.9\ \text{mV}.
\]

Since \(\beta<0\), the waveform is \(v=3.618\sin\omega t+0.0509\sin2\omega t\) in volts. The second harmonic is 1.4 % of the first.

A cosine drive, \(\varphi=\pi/2\), is a second case. Now \(q_m=q_0\), and with \(q_0=0\) the first harmonic is \(930\ \text{kΩ}\times4.0\ \text{µA}=3.72\) V. The second is still 50.9 mV. The front now swings about its starting point, whereas for the sine drive it starts at one end of its swing.

## Comparison of estimate and solution

The estimate has the right dependence on \(\beta\), \(I_0\) and \(\omega\), but its 102 mV is twice \(V_2\). It multiplied the largest current by the largest departure of the memristance from its mean, and these occur a quarter cycle apart. Their simultaneous product contains \(\sin\theta\cos\theta\), which never exceeds one half.

The estimate \(R_0I_0=3.72\) V for the main voltage is too high by 0.102 V, or 2.8 % of \(V_1\). This difference is \(|\beta|I_0^2/\omega\), the effect of the mean charge on the memristance. It vanishes for the cosine drive above.

The factor can also be expressed by the full swing of the memristance, \(\Delta M=2|\beta|I_0/\omega\):

\[
V_2=\frac{I_0\,\Delta M}{4}.
\]

Here \(\Delta M=50.9\) kΩ. This form limits the ratio of the harmonics. The smallest memristance in the cycle is \(R_0+\beta q_m-\Delta M/2\), and it must be positive, so \(\Delta M<2(R_0+\beta q_m)\) and

\[
\frac{V_2}{V_1}=\frac{\Delta M}{4(R_0+\beta q_m)}<\frac12 .
\]

## What the second harmonic means

**The loop.** Plot \(v\) against \(i\). The phases \(\theta\) and \(\pi-\theta\) have the same sine, hence the same current and the same first-harmonic voltage. But \(\sin2(\pi-\theta)=-\sin2\theta\), so

\[
v(\theta)-v(\pi-\theta)=-\frac{\beta I_0^2}{\omega}\sin2\theta .
\]

The second harmonic therefore makes the whole opening of the loop. The opening is largest at \(\theta=\pi/4\), where \(i=I_0/\sqrt2=2.83\) µA and the branches differ by \(2V_2=102\) mV. The scaling estimate thus gives the widest opening of the loop. At \(i=0\) both harmonics vanish, and the loop is pinched at the origin.

**The power.** Multiply \(v\) by \(i\) and average over a cycle. The first harmonic gives \(V_1I_0\langle\sin^2\theta\rangle=V_1I_0/2\). The second involves

\[
\sin2\theta\sin\theta=\tfrac12(\cos\theta-\cos3\theta),
\]

whose average is zero. The mean power is \(\tfrac12\times3.618\ \text{V}\times4.0\ \text{µA}=7.24\) µW, all of it from the first harmonic.

**Fast and slow drives.** At fixed \(I_0\), \(V_2\) falls as \(1/\omega\), because less charge moves in each half cycle. For large \(\omega\) the loop closes onto the line of a resistor \(R_0+\beta q_0\). For small \(\omega\) the front reaches an end of the film and the linear law stops. In the example it moves from 350 to 604.6 nm, a travel of 254.6 nm. There are 650 nm available. Since the travel varies as \(1/\omega\), the lowest usable frequency for a sharp front at this current and starting point is \(0.040\times254.6/650=0.016\) Hz. There \(V_2\) would be \(50.9\times650/254.6=130\) mV.

## Conditions that can fail

**A curved law.** Add \(\gamma q^2\) to \(M\), again with \(q_0=\varphi=0\), so that \(q=(I_0/\omega)(1-\cos\theta)\). The added voltage is

\[
\frac{\gamma I_0^3}{\omega^2}\left(1-2\cos\theta+\cos^2\theta\right)\sin\theta .
\]

Here \(2\cos\theta\sin\theta=\sin2\theta\), and

\[
\cos^2\theta\sin\theta=\tfrac12\cos\theta\sin2\theta=\tfrac14(\sin\theta+\sin3\theta).
\]

The added voltage is therefore

\[
\frac{\gamma I_0^3}{\omega^2}\left[\tfrac54\sin\theta-\sin2\theta+\tfrac14\sin3\theta\right].
\]

A third harmonic appears. Choose \(\gamma=0.01005\) kΩ/µC², so that \(\gamma I_0/\omega\) is a tenth of \(|\beta|\). The third harmonic is then 2.5 mV. The change in the second is four times as large, 10.2 mV, and lowers it from 50.9 to 40.7 mV because \(\gamma\) and \(\beta\) have opposite signs. A small third harmonic thus does not guarantee an equally small error in \(V_2\).

**A dc offset.** A constant current \(I_{\rm dc}\) adds the charge \(2\pi I_{\rm dc}/\omega\) in every cycle, and the voltage is no longer periodic. An offset of 1 % of \(I_0\), or 0.04 µA, adds 1 µC in each 25 s cycle. A front that stayed sharp would creep 8 nm per cycle and use up the remaining 395 nm in about 50 cycles. In that time, however, the diffusion length introduced below grows to about 570 nm, so in the real film this rate describes only the first few cycles.

**A voltage source.** If \(v=V_0\sin\omega t\) is imposed instead and \(q(0)=0\), integration of \((R_0+\beta q)\,dq/dt=v\) gives

\[
R_0q+\tfrac12\beta q^2=\frac{V_0}{\omega}(1-\cos\omega t).
\]

Squaring \(M=R_0+\beta q\) gives \(M^2=R_0^2+2\beta(R_0q+\tfrac12\beta q^2)\), so

\[
i=\frac{V_0\sin\omega t}{\sqrt{R_0^2+2\beta(V_0/\omega)(1-\cos\omega t)}} .
\]

Expanded in \(\beta\), this contains \(\cos^2\omega t\,\sin\omega t\) at second order, and hence a third harmonic. The two-harmonic result belongs to the current drive.

## The model beside a real oxide film

The sharp front is the boldest assumption. Vacancies diffuse: with \(D=\mu k_BT/(2e)\) for charge \(2e\), the diffusion length \(\sqrt{2Dt}\) in half a cycle is 57 nm. Vacancies ahead of the front also feel a larger field than those behind it.

To size both effects, let \(u\) be the vacancy density relative to the reservoir and \(J\) the current density. Take the conductivity as \(\sigma=\sigma_{\rm off}(1+gu)\), with \(g=R_{\rm off}/R_{\rm on}-1=0.25\). Local neutrality and the diffusion of electrons fix the field \(E\), and the vacancies obey a continuity equation:

\[
E=\frac{J}{\sigma}-\frac{k_BT}{e}\frac{\partial\ln\sigma}{\partial x},\qquad
\frac{\partial u}{\partial t}=-\frac{\partial}{\partial x}\left[\mu uE-D\frac{\partial u}{\partial x}\right].
\]

The ends are held at \(u=1\) and \(u=0\). The equation was solved by finite differences in space and small time steps, starting from the sharp front. The ohmic voltage was then resolved into harmonics; the diffusion voltage depends on the end compositions alone, is constant, and was omitted.

| | First | Second | Third | Mean |
|---|---|---|---|---|
| Sharp front | 3.618 V | 50.9 mV | 0 | 0 |
| Cycle 1 | 3.611 V | 51.9 mV | 0.23 mV | 0.8 mV |
| Cycle 3 | 3.604 V | 51.8 mV | 0.12 mV | 0.4 mV |

Over these three cycles the second harmonic stays within 2 % of the formula, although the front smears over a distance comparable with its travel or larger. In the third cycle the edges of the smeared zone come close to both electrodes, the far one at mid-cycle and the reservoir at the end; later cycles were not computed. The deviation is small because vacancies are conserved. While the smeared zone stays away from the electrodes, vacancies enter at the rate \(\mu J/\sigma_{\rm on}\), with \(\sigma_{\rm on}=(1+g)\sigma_{\rm off}\), so the vacancy content \(\int u\,dx\) is linear in charge. Between \(u=0\) and \(u=1\) the function \(1/(1+gu)\) stays within 0.012 of its chord \(1-0.2u\). If the chord is used for \(\sigma_{\rm off}/\sigma\), the resistance depends on that content alone, and the sharp-front law returns.

The remaining deviation comes from the curvature: \(1/(1+gu)\) is a convex function of \(u\) and lies below this chord. At equal content a smeared film therefore has less resistance than a sharp one, which lowers the first harmonic. The nonzero mean has another meaning. For any law \(M(q)\), the integral of \(v\,dt=M(q)\,dq\) over a closed charge cycle is zero. In the ohmic voltage of the table, a nonzero mean therefore shows that the resistance is no longer a function of charge alone. In a measurement, a rectifying contact can produce a mean as well.

Other effects on \(V_2\) are small here:

- **Ion hopping.** With a hop length \(a=0.3\) nm, the ion speed exceeds the linear law by the factor \(\sinh y/y\), where \(y=eaE/(k_BT)\). At the peak field of 0.032 MV/cm in the vacancy-rich part, the excess is 0.02 %.
- **Heating.** The mean power, conducted through 100 nm of glass of conductivity 1.4 W/(m K) beneath the film, warms it by 0.05 K. Even for an activation energy of 1 eV, a high value for the mobility assumed here, this raises the mobility by only 0.7 %, and \(V_2\) by an amount of the same order. The temperature also follows \(i^2\) and modulates the electronic resistance. If that resistance changes by 1 % per kelvin, a third harmonic of about 0.9 mV results, more than in the table, while the second harmonic changes by only about 0.2 %, or 0.1 mV.
- **Space charge.** The space-charge-limited current, \(\tfrac98\varepsilon\mu_eV_1^2/L^3\) times the cross-section, is 1.6 % of \(I_0\) for a relative permittivity of 100 and an electron mobility \(\mu_e=0.1\) cm²/Vs. This formula is for a thick slab; the field outside a thin film can add a current of similar size. Injected charge is still a minor correction to \(V_2\). It has no memory on this time scale and so adds no \(\sin2\theta\) term of its own. Because it grows as the square of the voltage, however, it can add a third harmonic, and with unequal contacts a mean, of a few millivolts, more than in the table.

Several values are far from those of memory cells. Switching oxides usually have a much larger resistance ratio than 1.25 and a thickness of tens of nanometres or less, and many conduct through a narrow filament. The small ratio is what protects the linear law here; the 2 % must not be carried over to such cells. The vacancy mobility is uncertain by orders of magnitude. At fixed frequency the sharp-front \(V_2\) is proportional to it, so a tenfold smaller mobility would give about 5 mV.

Real contacts may also be non-ohmic, which was not computed for this film. If such a contact adds a series voltage \(f(i)\) without memory, that voltage is equal at \(\theta\) and \(\pi-\theta\), so it can contain \(\cos2\theta\) but not \(\sin2\theta\). If \(f\) is odd, it reverses sign with the current after half a cycle and has odd harmonics alone. In both cases the \(\sin2\theta\) part of the voltage remains that of the memristor, and measuring it in phase separates memory from a static nonlinearity. This requires a clean drive: a \(\sin2\theta\) distortion of only 0.1 % in the source current would add 3.6 mV here, 7 % of \(V_2\).
